\section*{Terms of the p^3 configuration and the interval ratio in nitrogen}

\section{Problem}

A free nitrogen atom has the configuration $1s^2\,2s^2\,2p^3$. The three $2p$ electrons can be arranged in several ways, and their mutual repulsion separates these arrangements into terms labelled $^{2S+1}L$. Assume that

\begin{itemize}
\item the state is described by this one configuration;
\item all terms share the same real radial function $u(r)=rR(r)$, normalized by $\int_0^\infty u^2\,dr=1$;
\item spin-orbit coupling is neglected, so that $L$ and $S$ are good quantum numbers.
\end{itemize}

The repulsion is expressed through the Slater integrals, in atomic units,
\begin{equation}
F^k=\int_0^\infty\!\!\int_0^\infty u^2(r_1)\,\frac{r_<^k}{r_>^{k+1}}\,u^2(r_2)\,dr_1\,dr_2 ,
\qquad F_0=F^0,\quad F_2=\frac{F^2}{25},
\label{slater}
\end{equation}
where $r_<$ and $r_>$ are the smaller and larger of $r_1,r_2$. A restricted open-shell Hartree--Fock calculation of the lowest term in the 6-311G* basis gives $F_0=17.912$ eV and $F^2=8.070$ eV. These digits belong to this basis. Near the Hartree--Fock limit the values are 17.86 and 8.04 eV, which lowers each single-configuration interval found below by about 0.01 eV.

(a) Estimate the spacing of the terms from $F_0$ alone. (b) Find the terms and their energies. (c) Find the ratio of the upper interval to the lower one and compare it with nitrogen, whose two excited terms of this configuration lie roughly 2.4 and 3.6 eV above the lowest.

The closed shells are spherical and have no net spin. They give every $p$ electron the same energy, whatever its orbital direction and spin. This energy and the one-electron energies are common to all terms, so only the repulsion among the three $p$ electrons is needed for (a) and (b).

\section{First estimate by scaling}

If the radial function is stretched by a factor $\lambda$, the kernel in \eqref{slater} makes every $F^k$ smaller by the same factor. Term intervals therefore scale as the inverse size of the shell, and their ratio does not change under such a stretch.

To find the size of an interval, consider two charge clouds. Let $\mathbf n$ be the direction of an electron and $\mathbf a$ the axis of a real $p$ orbital. With $P_2(c)=(3c^2-1)/2$, its angular density is
\begin{equation}
\frac{3(\mathbf n\cdot\mathbf a)^2}{4\pi}=\frac{1+2P_2(\mathbf n\cdot\mathbf a)}{4\pi}.
\end{equation}
The Coulomb repulsion is $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\mathbf n_1\cdot\mathbf n_2)$. The addition theorem of spherical harmonics gives
\begin{equation}
\int\frac{d\Omega_2}{4\pi}\,P_k(\mathbf n_1\cdot\mathbf n_2)P_l(\mathbf n_2\cdot\mathbf b)
=\frac{\delta_{kl}}{2k+1}\,P_k(\mathbf n_1\cdot\mathbf b).
\label{addition}
\end{equation}
The constant parts of the two densities contribute $F^0$. The $P_2$ parts have amplitude 2 each, and \eqref{addition} is used once for each electron, giving two factors $1/5$. All other contributions vanish. The Coulomb integral between orbitals along $\mathbf a$ and $\mathbf b$ is thus
\begin{equation}
J_{ab}=F^0+\frac{4}{25}F^2P_2(\mathbf a\cdot\mathbf b).
\label{coulomb}
\end{equation}

The monopole part $F^0$ is the same for every pair. The direction-dependent part has the scale $4F^2/25$. Since $r_<\le r_>$, we have $r_<^2/r_>^3\le 1/r_>$, and so $F^2\le F^0$. The two would be equal if both electrons sat on one thin shell. Taking that limit as a crude model gives
\begin{equation}
\text{interval}\sim\frac{4}{25}F_0=\frac{4\times17.9}{25}\ \text{eV}\approx 2.9\ \text{eV}.
\end{equation}
The estimate assigns one scale to both intervals, so it suggests a ratio of order one but cannot supply its value.

\section{Exact solution within the single configuration}

\subsection{Three integrals}

For equal axes $P_2(1)=1$, and for perpendicular axes $P_2(0)=-\tfrac12$. Equation \eqref{coulomb} gives
\begin{equation}
J_0\equiv J_{xx}=F_0+4F_2,\qquad J\equiv J_{xy}=F_0-2F_2 .
\end{equation}
Write $(ab|cd)$ for the repulsion between the product densities $ab$ of electron 1 and $cd$ of electron 2. The exchange integral is $K\equiv(xy|xy)$. It follows from a rotation by $45^\circ$. The orbitals $x'=(x+y)/\sqrt2$ and $y'=(x-y)/\sqrt2$ are again perpendicular $p$ orbitals, so $J_{x'y'}=J$. Their densities are $\tfrac12(x^2+y^2)\pm xy$. The cross terms between $x^2+y^2$ and $xy$ vanish because $xy$ is odd under $x\to-x$. Therefore
\begin{align}
J&=\tfrac14(J_{xx}+J_{yy}+2J_{xy})-(xy|xy)=\tfrac12(J_0+J)-K,\\
K&=\tfrac12(J_0-J)=\tfrac12(6F_2)=3F_2 .
\end{align}

\subsection{The quartet}

In a determinant each pair of electrons contributes a Coulomb integral, and each pair of parallel spins also contributes minus an exchange integral. With three parallel spins the orbitals must all differ. The determinant $|x{\uparrow}\,y{\uparrow}\,z{\uparrow}|$ has three pairs, all parallel:
\begin{equation}
E=3(J-K)=3(F_0-5F_2)=3F_0-15F_2 .
\label{quartet}
\end{equation}
It is the only determinant with $M_S=3/2$. A single state has $M_L=0$ and $L=0$, so this is $^4S$.

\subsection{The doublets}

Now take $M_S=1/2$: two spins up and one down. There are three choices for the two occupied up orbitals and three for the down orbital, hence nine determinants. The reflections $x\to-x$, $y\to-y$ and $z\to-z$ divide them into blocks that the Hamiltonian does not connect. One block has one electron in each orbital. The other three each have a fixed singly occupied orbital and a pair in one of the other two.

\textit{One electron in each orbital.} Let $D_x=|x{\downarrow}\,y{\uparrow}\,z{\uparrow}|$, and define $D_y$ and $D_z$ likewise, keeping the orbital order. Each has three pairs, of which one is parallel, so the diagonal element is $3J-K$. Between $D_x$ and $D_y$ the spins on $x$ and $y$ are interchanged. The direct term vanishes because the spins do not match, and the exchanged term enters with a minus sign, giving $-K$. The matrix is
\begin{equation}
\begin{pmatrix}3J-K&-K&-K\\-K&3J-K&-K\\-K&-K&3J-K\end{pmatrix}.
\end{equation}
The vector $(1,1,1)$ has eigenvalue $3J-3K$. This is the $M_S=1/2$ member of the quartet and reproduces \eqref{quartet}. Any vector whose components sum to zero has eigenvalue $3J-K+K=3J$. Two such vectors are independent, so
\begin{equation}
E=3J=3F_0-6F_2\qquad\text{(twice)}.
\end{equation}

\textit{One doubly occupied orbital.} Consider $A_y=|x{\uparrow}\,y{\uparrow}\,y{\downarrow}|$ and $A_z=|x{\uparrow}\,z{\uparrow}\,z{\downarrow}|$. In $A_y$ the pair repels itself with $J_0$, and the $x$ electron interacts with two $y$ electrons, one of parallel spin:
\begin{equation}
\langle A_y|H|A_y\rangle=J_0+2J-K=3F_0+(4-4-3)F_2=3F_0-3F_2 .
\end{equation}
The same value holds for $A_z$. The coupling moves the pair $y{\uparrow}y{\downarrow}$ to $z{\uparrow}z{\downarrow}$. The direct term is $(yz|yz)=K$, and the exchanged term vanishes by spin. The coupling is therefore $+3F_2$, and the eigenstates are
\begin{align}
(A_y-A_z)/\sqrt2:&\quad E=3F_0-3F_2-3F_2=3F_0-6F_2,\\
(A_y+A_z)/\sqrt2:&\quad E=3F_0-3F_2+3F_2=3F_0 .
\end{align}
Choosing $y$ or $z$ as the singly occupied orbital gives the same two values.

\subsection{Labels and result}

The nine states have energies $3F_0-15F_2$ once, $3F_0-6F_2$ five times ($2+3$), and $3F_0$ three times. To identify $L$, count $M_L$ with orbitals $m=1,0,-1$. The two up electrons have total $m$ equal to $1$, $0$ or $-1$, and the down electron independently has $1$, $0$ or $-1$. The sums $2,1,0,-1,-2$ occur $1,2,3,2,1$ times, which is one set each of $L=2$, $L=1$ and $L=0$. The $L=0$ set belongs to the quartet. Rotational symmetry keeps each set at one energy, so the fivefold level is $^2D$ and the threefold level is $^2P$:
\begin{equation}
\boxed{E(^4S)=3F_0-15F_2,\quad E(^2D)=3F_0-6F_2,\quad E(^2P)=3F_0 .}
\label{terms}
\end{equation}

The mean energy gives a separate check. Including all spin and orbital components, the terms contain 4, 10 and 6 states, so their mean is
\begin{equation}
3F_0-\frac{4\times15+10\times6}{20}F_2=3F_0-6F_2 .
\end{equation}
The six spin orbitals form 15 pairs: three in the same orbital and twelve in different orbitals, six of these with parallel spins. The mean pair energy is
\begin{equation}
\frac{3J_0+12J-6K}{15}=F_0+\frac{12-24-18}{15}F_2=F_0-2F_2 .
\end{equation}
Every pair occurs equally often among the 20 determinants, and each determinant has three pairs. The mean is again $3F_0-6F_2$.

Since the integrand of $F^2$ is positive, $F_2>0$ and the order is $^4S$, $^2D$, $^2P$. The ratio is
\begin{equation}
\frac{E(^2P)-E(^2D)}{E(^2D)-E(^4S)}=\frac{6F_2}{9F_2}=\frac23 .
\label{ratio}
\end{equation}
It is independent of the radial function, whether or not that function is merely stretched. This is stronger than the scaling result, and it holds because a single integral, $F_2$, controls both intervals.

\section{Comparison of the estimate with the solution}

For nitrogen $F_2=8.070/25=0.3228$ eV, and
\begin{align}
E(^2D)-E(^4S)&=9\times0.3228\ \text{eV}=2.905\ \text{eV},\\
E(^2P)-E(^2D)&=6\times0.3228\ \text{eV}=1.937\ \text{eV}.
\end{align}
The estimate of 2.9 eV has the right magnitude for both. Its close agreement with the lower interval is a cancellation. The thin-shell model replaces $F^2$ by $F_0$, which is too large by a factor $17.912/8.070=2.22$. The coefficient 4 in place of 9 is too small by a factor 2.25. The real shell is thick: the two electrons are often at different radii, where the quadrupole kernel is weaker than the monopole kernel.

\section{Comparison with nitrogen}

The rough measured levels give
\begin{equation}
\frac{3.6-2.4}{2.4}=0.50 .
\end{equation}
Rounding of the two levels allows a range of about 0.45 to 0.55, which excludes $2/3$. No choice of $F_2$ can remove the disagreement: the lower interval asks for $2.4/9\approx0.27$ eV and the upper one for $1.2/6=0.20$ eV. At least one assumption behind \eqref{ratio} must fail.

\subsection{Mixing with \texorpdfstring{$2p^5$}{2p5}}

One omitted configuration is obtained by moving both $2s$ electrons into $2p$. The result, $2p^5$, has one vacancy in a filled shell and hence only the term $^2P$. Because the repulsion conserves $L$ and $S$, it can mix with the $^2P$ term of $2s^22p^3$ but not with $^4S$ or $^2D$.

Take the state $(A_y+A_z)/\sqrt2$ together with the pair $2s^2$. From $A_y$, the $2s$ pair can move to $z$; from $A_z$, it can move to $y$. Both moves lead to the same determinant $x{\uparrow}\,y^2z^2$, with the same sign because whole pairs are interchanged. Each has matrix element $K_{sp}=(sp|sp)$. The coupling is
\begin{equation}
V=\frac{K_{sp}+K_{sp}}{\sqrt2}=\sqrt2\,K_{sp}=\sqrt2\times3.738\ \text{eV}=5.286\ \text{eV}.
\end{equation}
For the minus combination the two contributions cancel, as they must for $^2D$.

Let $h_s$ and $h_p$ be the one-electron energies in the field of the nucleus and the $1s$ core, and let $J_{ss}$ and $J_{sp}$ be Coulomb integrals. Each $p$ electron interacts with the $2s$ pair through $2J_{sp}-K_{sp}$. Apart from the common core energy, the unmixed $^2P$ energy is
\begin{equation}
E_a=2h_s+3h_p+J_{ss}+6J_{sp}-3K_{sp}+3F_0 .
\end{equation}
In $x{\uparrow}\,y^2z^2$ the two pairs contribute $2J_0$ internally and $4J-2K$ between them. The $x$ electron adds $2J-K$ for each pair. Thus
\begin{align}
E_b&=5h_p+2J_0+8J-4K\notag\\
&=5h_p+10F_0+(8-16-12)F_2=5h_p+10F_0-20F_2 .
\end{align}
The computed gap is $\Delta=E_b-E_a=27.523$ eV in this basis. Near the Hartree--Fock limit it is 27.48 eV, with $K_{sp}=3.734$ eV, and the shift $\delta$ below keeps its two digits. The lower root of the two-state problem lies below $E_a$ by
\begin{equation}
\delta=\sqrt{\left(\frac{\Delta}{2}\right)^2+V^2}-\frac{\Delta}{2}
=\left(\sqrt{13.76^2+5.286^2}-13.76\right)\text{eV}=0.98\ \text{eV}.
\end{equation}
The weight of $2p^5$ in this state is only about 3\%, yet the shift is half of the original upper interval. The interval becomes $1.937-0.980=0.957$ eV, while the lower one remains 2.905 eV. The ratio falls to 0.33. This mixing acts in the required direction but, taken alone, carries the ratio past the measured value.

\subsection{Other correlation}

A full configuration-interaction calculation allows the five valence electrons to occupy all 17 valence and virtual orbitals of the same basis, with $1s$ frozen. The results, in eV except for the ratio, are
\begin{center}
\begin{tabular}{lccc}
 & $^2D-{}^4S$ & $^2P-{}^2D$ & ratio\\
single configuration & 2.91 & 1.94 & 0.67\\
with $2p^5$ & 2.91 & 0.96 & 0.33\\
full CI, this basis & 2.69 & 1.14 & 0.43\\
measured, rough & 2.4 & 1.2 & 0.50
\end{tabular}
\end{center}
Compared with the $2p^5$ model, the further excitations reduce the lower interval and increase the upper one. Both changes raise the ratio. The full-CI value is closer to the measured ratio than either simpler model, but in this basis it still lies below the range allowed by rounding. The calculation omits core correlation, relativity and the functions missing from the basis, and the full-CI row is not converged in the basis. Adding one $f$ shell of exponent 1.0 changes the intervals to 2.56 and 1.19 eV and the ratio to 0.46, which is inside that range and covers about half of the remaining difference. How the rest divides among further basis functions, core correlation and relativity is not shown here.

The value $2/3$ is thus a property of one configuration with a common radial function, and its failure in nitrogen shows that this description is incomplete. Optimizing the orbitals separately for each term lowers the one-configuration ratio only to 0.65, so the common radial function accounts for little of the failure. The integrals, the term energies and the two-state model are checked numerically by the numerical check.

\section*{Numbers as computed}
\begin{verbatim}
Nitrogen, ROHF orbitals of 4S, basis 6-311G*
F0 = 17.912 eV
F^2 = 8.070 eV
F2 = F^2/25 = 0.3228 eV
J same p orbital = 19.203 eV
J different p orbitals = 17.266 eV
K different p orbitals = 0.968 eV
p-p repulsion 4S = 48.893 eV, degeneracy 4
p-p repulsion 2D = 51.798 eV, degeneracy 10
p-p repulsion 2P = 53.735 eV, degeneracy 6
2s-2p exchange K_sp = 3.738 eV
coupling sqrt(2) K_sp = 5.286 eV
gap E_b - E_a = 27.523 eV
lowering of 2P by 2p^5 = 0.980 eV
weight of 2p^5 in 2P = 0.0332
valence orbitals in full CI = 17
single configuration: 2D-4S = 2.905 eV
single configuration: 2P-2D = 1.937 eV
single configuration: ratio = 0.667
with 2p^5 mixing: 2D-4S = 2.905 eV
with 2p^5 mixing: 2P-2D = 0.957 eV
with 2p^5 mixing: ratio = 0.329
frozen-1s full CI: 2D-4S = 2.691 eV
frozen-1s full CI: 2P-2D = 1.144 eV
frozen-1s full CI: ratio = 0.425
rough measured 2D above 4S = 2.4 eV
rough measured 2P above 4S = 3.6 eV
rough measured ratio = 0.50
ratio range from rounding = 0.45 to 0.55
F2 from rough 2D-4S = 0.27 eV
F2 from rough 2P-2D = 0.20 eV
\end{verbatim}
